# Sensitivity of a Hybrid Energy to the Exchange Mixing Fraction: test program

```python
"""
Result under test: for a self-consistent hybrid energy
    E(a) = stationary value of T + Vne + J + a*X + (1-a)*S + C + Enn,
the slope is dE/da = X - S on the self-consistent orbitals at mixing a.
T: kinetic energy; Vne: electron-nuclear energy; J: Hartree energy;
X: Fock exchange of the orbitals; S: PBE exchange; C: PBE correlation;
Enn: nuclear repulsion. D denotes X - S. Energies are in hartree
unless a conversion to kcal/mol is shown.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, fci, ao2mo, lib

lib.num_threads(1)
KCAL = (constants.physical_constants["Hartree energy"][0]
        * constants.N_A / (1000.0 * constants.calorie))
A0 = 0.25
STEP = 0.02
R_H2 = 0.74
R_H3 = 0.93
BASIS = [shell for shell in gto.basis.load("cc-pvtz", "H") if shell[0] < 2]


def make_molecule(positions, spin):
    atoms = [["H", (0.0, 0.0, z)] for z in positions]
    return gto.M(atom=atoms, basis={"H": BASIS}, spin=spin,
                 unit="Angstrom", verbose=0)


def make_grid(mol):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 3
    grid.build()
    return grid


def solve(mol, grid, mixing, guess=None):
    mf = dft.UKS(mol)
    mf.xc = f"{mixing:.10f}*HF + {1.0 - mixing:.10f}*PBE, PBE"
    mf.grids = grid
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def components(mf):
    """Return T, Vne, J, X, S, C from the converged density matrices."""
    mol = mf.mol
    dm = np.asarray(mf.make_rdm1())
    total = dm[0] + dm[1]
    coulomb, exchange = scf.hf.get_jk(mol, dm)
    kinetic = np.sum(total * mol.intor("int1e_kin"))
    attraction = np.sum(total * mol.intor("int1e_nuc"))
    hartree = 0.5 * np.sum(total * (coulomb[0] + coulomb[1]))
    fock_x = -0.5 * np.sum(dm * exchange)
    integrator = dft.numint.NumInt()
    semi_x = integrator.nr_uks(mol, mf.grids, "PBE,", dm)[1]
    corr = integrator.nr_uks(mol, mf.grids, ",PBE", dm)[1]
    return np.array([kinetic, attraction, hartree, fock_x, semi_x, corr],
                    dtype=float)


def functional(parts, mixing, mol):
    weights = np.array([1.0, 1.0, 1.0, mixing, 1.0 - mixing, 1.0])
    return float(weights @ parts + mol.energy_nuc())


def full_ci(mol):
    if mol.nelectron == 1:
        mf = scf.UHF(mol)
        mf.conv_tol = 1e-12
        return mf.kernel()
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    orbitals = mf.mo_coeff
    one = orbitals.T @ mf.get_hcore() @ orbitals
    two = ao2mo.kernel(mol, orbitals)
    solver = fci.direct_spin1.FCI()
    solver.conv_tol = 1e-10
    solver.max_cycle = 100
    energy, _ = solver.kernel(one, two, orbitals.shape[1], mol.nelec,
                              ecore=mol.energy_nuc())
    assert np.all(solver.converged)
    return float(energy)


molecules = {
    "H": make_molecule([0.0], 1),
    "H2": make_molecule([0.0, R_H2], 0),
    "H3": make_molecule([-R_H3, 0.0, R_H3], 1),
}
mixings = [A0, A0 - STEP, A0 + STEP, 0.0, 0.5, 1.0]
low, high = A0 - STEP, A0 + STEP
fields, parts, energy, diff = {}, {}, {}, {}
for name, mol in molecules.items():
    grid = make_grid(mol)
    guess = None
    for a in mixings:
        mf = solve(mol, grid, a, guess)
        if guess is None:
            guess = np.asarray(mf.make_rdm1())
        p = components(mf)
        fields[name, a], parts[name, a] = mf, p
        energy[name, a], diff[name, a] = float(mf.e_tot), p[3] - p[4]
        assert abs(functional(p, a, mol) - mf.e_tot) < 1e-8

print(f"Central mixing a = {A0:.2f}; difference step = {STEP:.2f}")
print(f"H2 distance = {R_H2:.2f} angstrom; H3 spacing = {R_H3:.2f} angstrom")
print(f"Basis functions per H atom = {molecules['H'].nao_nr()}")
print(f"Conversion: 1 hartree = {KCAL:.4f} kcal/mol")

# Slope from independent SCF energies against the exchange difference.
curvature = {}
for name in molecules:
    numeric = (energy[name, high] - energy[name, low]) / (2 * STEP)
    curvature[name] = (diff[name, high] - diff[name, low]) / (2 * STEP)
    assert abs(numeric - diff[name, A0]) < 2e-6
    p = parts[name, A0]
    print(f"{name}: E = {energy[name, A0]:.7f} hartree")
    print(f"{name}: X = {p[3]:.7f}, S = {p[4]:.7f} hartree")
    print(f"{name}: X-S = {diff[name, A0]:.7f}, "
          f"numerical dE/da = {numeric:.7f} hartree")
    print(f"{name}: second derivative = {curvature[name]:.6f} hartree")

# Individual energy pieces respond, but their sum is stationary.
mol3 = molecules["H3"]
response = (parts["H3", high] - parts["H3", low]) / (2 * STEP)
xc_response = A0 * response[3] + (1 - A0) * response[4] + response[5]
response_sum = response[:3].sum() + xc_response
assert abs(response[0]) > 1e-3
assert abs(response_sum) < 2e-6
print("H3 orbital-response slopes at fixed functional, hartree:")
print(f"  T {response[0]:.6f}, Vne {response[1]:.6f}, "
      f"J {response[2]:.6f}, xc {xc_response:.6f}")
print(f"  sum of response slopes = {response_sum:.1e} hartree")

# Variational brackets over finite intervals, for every species.
scan = [0.0, A0, 0.5, 1.0]
for name in molecules:
    for i, a in enumerate(scan):
        for b in scan[i + 1:]:
            change = energy[name, b] - energy[name, a]
            assert (b - a) * diff[name, b] <= change + 1e-8
            assert change <= (b - a) * diff[name, a] + 1e-8
change = energy["H3", 1.0] - energy["H3", A0]
print(f"H3, a=0.25 to 1: lower bound {0.75 * diff['H3', 1.0]:.6f}, "
      f"change {change:.6f}, upper {0.75 * diff['H3', A0]:.6f} hartree")

# Using neighbouring orbitals costs energy at second order.
penalty = np.mean([functional(parts["H3", a], A0, mol3)
                   - energy["H3", A0] for a in (low, high)])
predicted = -0.5 * STEP**2 * curvature["H3"]
assert penalty > 0
assert abs(penalty / predicted - 1) < 0.02
print(f"H3 neighbouring-orbital penalty = {penalty:.4e} hartree")
print(f"H3 penalty from curvature = {predicted:.4e} hartree")

# A non-variational quantity needs the density response.
center = fields["H3", A0]
dm = np.asarray(center.make_rdm1())
homo = mol3.nelec[0] - 1
orbital = center.mo_coeff[0][:, homo]
potential_high = np.asarray(fields["H3", high].get_veff(mol3, dm))[0]
potential_low = np.asarray(fields["H3", low].get_veff(mol3, dm))[0]
frozen = orbital @ (potential_high - potential_low) @ orbital / (2 * STEP)
actual = (fields["H3", high].mo_energy[0][homo]
          - fields["H3", low].mo_energy[0][homo]) / (2 * STEP)
assert abs(frozen - actual) > 1e-4
print(f"H3 highest occupied alpha level slope: frozen {frozen:.6f}, "
      f"actual {actual:.6f} hartree")

# Relax the H2 bond independently at neighbouring mixings.
distances = np.array([0.70, 0.725, 0.75, 0.775, 0.80])
curves = {a: [] for a in (low, A0, high)}
for distance in distances:
    mol = make_molecule([0.0, distance], 0)
    grid = make_grid(mol)
    guess = None
    for a in curves:
        mf = solve(mol, grid, a, guess)
        guess = np.asarray(mf.make_rdm1())
        curves[a].append(mf.e_tot)
minima = {}
for a, values in curves.items():
    polynomial = np.poly1d(np.polyfit(distances - 0.75, values, 4))
    roots = polynomial.deriv().roots
    valid = [r.real for r in roots
             if abs(r.imag) < 1e-9 and abs(r.real) < 0.05]
    assert len(valid) == 1
    minima[a] = (valid[0] + 0.75, polynomial(valid[0]))
mol = make_molecule([0.0, minima[A0][0]], 0)
relaxed_parts = components(solve(mol, make_grid(mol), A0))
relaxed_diff = relaxed_parts[3] - relaxed_parts[4]
relaxed_slope = (minima[high][1] - minima[low][1]) / (2 * STEP)
bond_slope = (minima[high][0] - minima[low][0]) / (2 * STEP)
assert abs(relaxed_slope - relaxed_diff) < 5e-6
assert abs(bond_slope) > 1e-4
print(f"Relaxed H2 bond at a=0.25 = {minima[A0][0]:.5f} angstrom")
print(f"Relaxed H2 bond slope = {bond_slope:.5f} angstrom per unit a")
print(f"Relaxed H2 energy slope = {relaxed_slope:.7f}, "
      f"X-S = {relaxed_diff:.7f} hartree")

# Reaction diagnostics, direct scans and same-basis full CI references.
reference = {name: full_ci(mol) for name, mol in molecules.items()}
reactions = {
    "barrier": {"H3": 1, "H2": -1, "H": -1},
    "atomization": {"H": 2, "H2": -1},
}
slopes = {}
for label, numbers in reactions.items():
    direct = {a: KCAL * sum(n * energy[s, a] for s, n in numbers.items())
              for a in scan}
    slope_h = sum(n * diff[s, A0] for s, n in numbers.items())
    slopes[label] = KCAL * slope_h
    target = KCAL * sum(n * reference[s] for s, n in numbers.items())
    print(f"{label}: slope = {slope_h:.6f} hartree "
          f"= {slopes[label]:.3f} kcal/mol per unit a")
    print(f"{label}: change per 0.1 mixing = "
          f"{0.1 * slopes[label]:.3f} kcal/mol")
    for a in scan:
        linear = direct[A0] + (a - A0) * slopes[label]
        print(f"  a={a:.2f}: direct {direct[a]:.3f}, "
              f"linear {linear:.3f} kcal/mol")
    print(f"{label}: full CI, same basis = {target:.3f} kcal/mol")
    print(f"{label}: hybrid minus full CI at a=0.25 = "
          f"{direct[A0] - target:.3f} kcal/mol")
    if label == "atomization":
        outside = max(min(direct.values()) - target,
                      target - max(direct.values()))
        assert outside > 1.0
        print(f"atomization: reference outside scanned range by "
              f"{outside:.3f} kcal/mol")
assert abs(slopes["barrier"]) > abs(slopes["atomization"])
print("verified")
```

Running it gives:

```
Central mixing a = 0.25; difference step = 0.02
H2 distance = 0.74 angstrom; H3 spacing = 0.93 angstrom
Basis functions per H atom = 9
Conversion: 1 hartree = 627.5095 kcal/mol
H: E = -0.5010385 hartree
H: X = -0.3095490, S = -0.3036882 hartree
H: X-S = -0.0058609, numerical dE/da = -0.0058609 hartree
H: second derivative = -0.001456 hartree
H2: E = -1.1684615 hartree
H2: X = -0.6587876, S = -0.6487849 hartree
H2: X-S = -0.0100027, numerical dE/da = -0.0100027 hartree
H2: second derivative = -0.003480 hartree
H3: E = -1.6603734 hartree
H3: X = -0.9385660, S = -0.9346832 hartree
H3: X-S = -0.0038828, numerical dE/da = -0.0038826 hartree
H3: second derivative = -0.010299 hartree
H3 orbital-response slopes at fixed functional, hartree:
  T -0.025763, Vne 0.023258, J 0.011123, xc -0.008619
  sum of response slopes = -4.3e-07 hartree
H3, a=0.25 to 1: lower bound -0.008082, change -0.005597, upper -0.002912 hartree
H3 neighbouring-orbital penalty = 2.0598e-06 hartree
H3 penalty from curvature = 2.0598e-06 hartree
H3 highest occupied alpha level slope: frozen -0.197870, actual -0.200697 hartree
Relaxed H2 bond at a=0.25 = 0.74533 angstrom
Relaxed H2 bond slope = -0.02099 angstrom per unit a
Relaxed H2 energy slope = -0.0098549, X-S = -0.0098550 hartree
barrier: slope = 0.011981 hartree = 7.518 kcal/mol per unit a
barrier: change per 0.1 mixing = 0.752 kcal/mol
  a=0.00: direct 3.739, linear 3.848 kcal/mol
  a=0.25: direct 5.727, linear 5.727 kcal/mol
  a=0.50: direct 7.505, linear 7.607 kcal/mol
  a=1.00: direct 10.510, linear 11.366 kcal/mol
barrier: full CI, same basis = 10.390 kcal/mol
barrier: hybrid minus full CI at a=0.25 = -4.663 kcal/mol
atomization: slope = -0.001719 hartree = -1.079 kcal/mol per unit a
atomization: change per 0.1 mixing = -0.108 kcal/mol
  a=0.00: direct 104.689, linear 104.678 kcal/mol
  a=0.25: direct 104.408, linear 104.408 kcal/mol
  a=0.50: direct 104.149, linear 104.138 kcal/mol
  a=1.00: direct 103.686, linear 103.599 kcal/mol
atomization: full CI, same basis = 107.449 kcal/mol
atomization: hybrid minus full CI at a=0.25 = -3.041 kcal/mol
atomization: reference outside scanned range by 2.760 kcal/mol
verified
```
